**Rotational average of four direction cosines and Rayleigh depolarization**

The program tests $\langle l_{ia}l_{jb}l_{kc}l_{ld}\rangle=f^TMg$, where $l_{ia}$ are direction cosines, $f$ and $g$ hold the three products of Kronecker deltas in laboratory and molecular indices, and $M$ has $4/30$ on the diagonal and $-1/30$ elsewhere. It also tests $\rho=3\gamma^2/(45\alpha^2+4\gamma^2)$, with mean polarizability $\alpha$ and squared anisotropy $\gamma^2$. All 6561 components of the average are asserted to agree with quadrature over rotations, and the largest deviation is $3.3\times10^{-16}$. Further assertions count the isotropic tensors (four under quarter turns, three once a 45-degree turn is added) and compare the intensities, the limits 1/3 and 3/4 and the ratio for unpolarized light with orientation quadrature. The two-photon amplitude is compared with the level shifts of a four-level molecule coupled to two quantized modes, which agree with the sum over both time orderings. For N$_2$ at 500 nm, time-dependent Hartree–Fock in the aug-cc-pVDZ basis gives $\rho=0.0153$, and its static polarizabilities are asserted to agree with finite-field values. Explicit rotor matrix elements from $J=8$ add up to the orientation average, while the unshifted line alone gives a ratio of 0.0039.

## Verification by program

```python
# Result under test: the uniform rotational average of four direction cosines,
#   <l_ia l_jb l_kc l_ld> = f^T M g,  M = (5*identity - ones)/30,
# with f, g the three products of two Kronecker deltas in the laboratory
# indices ijkl and the molecular indices abcd, and its consequence
#   rho = I_perp/I_par = 3 gamma^2 / (45 alpha^2 + 4 gamma^2)
# for Rayleigh scattering of light polarized perpendicular to the scattering
# plane. alpha: mean polarizability; gamma^2: squared anisotropy.
# Polarizabilities are in atomic units (e^2 a0^2 / Eh) unless labelled.
import math
import numpy as np
from scipy import constants as sc
from scipy.special import lpmv
from pyscf import gto, scf
from pyscf.tdscf.rhf import get_ab

rng = np.random.default_rng(7)


def rot_z(t):
    c, s = math.cos(t), math.sin(t)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


def rot_y(t):
    c, s = math.cos(t), math.sin(t)
    return np.array([[c, 0, s], [0, 1.0, 0], [-s, 0, c]])


# ---- Quadrature over all rotations, exact for products of four cosines ----
n_angle = 7
nodes, node_weights = np.polynomial.legendre.leggauss(5)
angles = 2 * np.pi * np.arange(n_angle) / n_angle
rotations, weights = [], []
for phi in angles:
    for x, w in zip(nodes, node_weights):
        for chi in angles:
            rotations.append(rot_z(phi) @ rot_y(math.acos(x)) @ rot_z(chi))
            weights.append(w / 2 / n_angle**2)
rotations, weights = np.array(rotations), np.array(weights)

pairs = np.einsum('nia,njb->nijab', rotations, rotations).reshape(-1, 9, 9)
average = np.einsum('n,npq,nrs->prqs', weights, pairs, pairs,
                    optimize=True).reshape(81, 81)

# ---- Derived formula: invert the overlap matrix of the delta products ----
one = np.eye(3)
deltas = np.array([np.einsum(s, one, one).ravel() for s in
                   ('ij,kl->ijkl', 'ik,jl->ijkl', 'il,jk->ijkl')])
overlap = deltas @ deltas.T
M = (5 * np.eye(3) - np.ones((3, 3))) / 30
assert np.allclose(np.linalg.inv(overlap), M, atol=1e-13)
average_error = np.abs(average - deltas.T @ M @ deltas).max()
assert average_error < 1e-12


# ---- Number of rank-four tensors left unchanged by given rotations ----
def count_invariants(generators):
    rows = []
    for r in generators:
        r2 = np.kron(r, r)
        rows.append(np.kron(r2, r2) - np.eye(81))
    return 81 - np.linalg.matrix_rank(np.vstack(rows), tol=1e-9)


quarter_turns = [rot_z(np.pi / 2), rot_y(np.pi / 2)]
count_cubic = count_invariants(quarter_turns)
count_full = count_invariants(quarter_turns + [rot_z(np.pi / 4)])
assert count_cubic == 4 and count_full == 3
assert abs(np.trace(average) - count_full) < 1e-11


# ---- Scattered intensities: formula against orientation quadrature ----
def invariants(t):
    mean = np.trace(t) / 3
    diagonal = ((t[0, 0] - t[1, 1])**2 + (t[1, 1] - t[2, 2])**2
                + (t[2, 2] - t[0, 0])**2) / 2
    return mean, diagonal + 3 * (t[0, 1]**2 + t[1, 2]**2 + t[0, 2]**2)


def mean_squares(t):
    lab = np.einsum('nia,ab,njb->nij', rotations, t, rotations, optimize=True)
    return np.einsum('n,nij->ij', weights, lab**2)


def rho_formula(t):
    mean, g2 = invariants(t)
    return 3 * g2 / (45 * mean**2 + 4 * g2)


def rho_quadrature(t):
    s = mean_squares(t)
    return s[0, 2] / s[2, 2]


def rho_natural_quadrature(t):
    # incident along X (polarizations Y and Z), scattered along Y
    s = mean_squares(t)
    return (s[0, 2] + s[0, 1]) / (s[2, 2] + s[2, 1])


largest_positive = 0.0
for _ in range(200):
    raw = rng.normal(size=(3, 3))
    general = raw + raw.T
    mean, g2 = invariants(general)
    s = mean_squares(general)
    assert np.isclose(s[2, 2], (45 * mean**2 + 4 * g2) / 45, rtol=1e-10)
    assert np.isclose(s[0, 2], g2 / 15, rtol=1e-10)
    assert np.isclose(rho_natural_quadrature(general),
                      6 * g2 / (45 * mean**2 + 7 * g2), rtol=1e-10)
    assert rho_quadrature(general) <= 0.75 + 1e-12
    largest_positive = max(largest_positive, rho_quadrature(raw @ raw.T))
rho_rod = rho_quadrature(np.diag([0.0, 0.0, 1.0]))
rho_traceless = rho_quadrature(np.diag([1.0, 2.0, -3.0]))
assert abs(rho_rod - 1 / 3) < 1e-12 and abs(rho_traceless - 0.75) < 1e-12
assert largest_positive <= 1 / 3 + 1e-12

# ---- Photon scattering amplitude from a diagonalized molecule-field system --
# Two degenerate modes couple to a four-level molecule by -g mu (a + a^dagger).
# The one-photon levels, counted from the ground level and the photon energy,
# must shift by -g^2 times the eigenvalues of the 2x2 polarizability.
levels = np.array([0.0, 1.0, 1.4, 1.9])
photon, g = 0.3, 1e-3
dipoles = [d + d.T for d in rng.normal(size=(2, 4, 4)) / 2]
lower = np.diag(np.sqrt(np.arange(1, 4)), 1)
field, number, idp = lower + lower.T, np.diag(np.arange(4.0)), np.eye(4)


def product(a, b, c):
    return np.kron(a, np.kron(b, c))


H = (product(np.diag(levels), idp, idp)
     + photon * (product(idp, number, idp) + product(idp, idp, number))
     - g * (product(dipoles[0], field, idp) + product(dipoles[1], idp, field)))
energy = np.linalg.eigvalsh(H)
shifts = np.sort(-(energy[1:3] - energy[0] - photon) / g**2)
moments = np.array([d[0, 1:] for d in dipoles])
absorb_first = (moments / (levels[1:] - photon)) @ moments.T
emit_first = (moments / (levels[1:] + photon)) @ moments.T
both_orders = np.linalg.eigvalsh(absorb_first + emit_first)
one_order = np.linalg.eigvalsh(absorb_first)
assert np.allclose(shifts, both_orders, rtol=1e-3, atol=1e-4)
assert abs(shifts[1] - one_order[1]) > 0.05 * shifts[1]

# ---- Worked example: N2, time-dependent Hartree-Fock sum over states ----
bond, wavelength = 1.10, 500e-9
mol = gto.M(atom=f'N 0 0 0; N 0 0 {bond}', basis='aug-cc-pvdz', verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
n_occ = mol.nelectron // 2
position = mol.intor('int1e_r')
C = mf.mo_coeff
d_ov = np.einsum('xpq,pi,qa->xia', position, C[:, :n_occ], C[:, n_occ:],
                 optimize=True).reshape(3, -1)
A, B = get_ab(mf)
size = d_ov.shape[1]
A, B = A.reshape(size, size), B.reshape(size, size)
val, vec = np.linalg.eigh(A - B)
assert val.min() > 0
root = (vec * np.sqrt(val)) @ vec.T
omega2, modes = np.linalg.eigh(root @ (A + B) @ root)
assert omega2.min() > 0
excitation = np.sqrt(omega2)
transition = math.sqrt(2) * (d_ov @ root @ modes) / np.sqrt(excitation)


def polarizability(w):
    factor = 1 / (excitation - w) + 1 / (excitation + w)
    return (transition * factor) @ transition.T


def finite_field(axis, strength=0.002):
    core, induced = mf.get_hcore(), []
    for sign in (1, -1):
        h = core + sign * strength * position[axis]
        m = scf.RHF(mol)
        m.conv_tol = 1e-11
        m.get_hcore = lambda *args, h=h: h
        m.kernel(dm0=mf.make_rdm1())
        assert m.converged
        induced.append(-np.einsum('pq,qp', m.make_rdm1(), position[axis]))
    return (induced[0] - induced[1]) / (2 * strength)


hartree = sc.physical_constants['Hartree energy'][0]
bohr = sc.physical_constants['Bohr radius'][0]
w_light = sc.h * sc.c / wavelength / hartree
static, tensor = polarizability(0.0), polarizability(w_light)
ff_perp, ff_par = finite_field(0), finite_field(2)
# tolerance covers the cubic response to the finite field and SCF convergence
assert abs(ff_perp - static[0, 0]) < 1e-2
assert abs(ff_par - static[2, 2]) < 1e-2
assert w_light < excitation[0]
mean, g2 = invariants(tensor)
Q = np.sum(tensor**2)
assert np.isclose(Q, 3 * mean**2 + 2 * g2 / 3)
squares = mean_squares(tensor)
rho = rho_formula(tensor)
assert np.isclose(rho, rho_quadrature(tensor), rtol=1e-9)

# ---- Rotational lines of a linear rotor starting from level J ----
J = 8
x, wx = np.polynomial.legendre.leggauss(24)
phi = 2 * np.pi * np.arange(48) / 48
X, P = np.meshgrid(x, phi, indexing='ij')
area = np.repeat(wx[:, None], 48, axis=1) * 2 * np.pi / 48


def rotor_states(l):
    out = []
    for m in range(-l, l + 1):
        k = abs(m)
        norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                         * math.factorial(l - k) / math.factorial(l + k))
        out.append((norm * lpmv(k, l, X) * np.exp(1j * m * P)).ravel())
    return np.array(out)


difference = tensor[2, 2] - tensor[0, 0]
alpha_ZZ = tensor[0, 0] + difference * X**2
alpha_XZ = difference * X * np.sqrt(1 - X**2) * np.cos(P)
start = rotor_states(J)


def line_strength(final, operator):
    matrix = (rotor_states(final).conj() * (area * operator).ravel()) @ start.T
    return np.sum(np.abs(matrix)**2) / (2 * J + 1)


par_lines = {f: line_strength(f, alpha_ZZ) for f in range(J - 2, J + 3)}
perp_lines = {f: line_strength(f, alpha_XZ) for f in range(J - 2, J + 3)}
assert np.isclose(sum(par_lines.values()), squares[2, 2], rtol=1e-8)
assert np.isclose(sum(perp_lines.values()), squares[0, 2], rtol=1e-8)
rho_central = perp_lines[J] / par_lines[J]
assert rho_central < rho

# ---- Output ----
print('ROTATIONAL AVERAGE')
print('overlap matrix S, first row:', overlap[0])
print('30 * inverse of S, first row:', np.round(30 * np.linalg.inv(overlap)[0], 10))
print('components compared with quadrature:', average.size)
print(f'largest deviation from quadrature: {average_error:.1e}')
print('invariant tensors, quarter turns only:', count_cubic)
print('invariant tensors, 45-degree turn added:', count_full)
print(f'<l_zz^4> by quadrature: {average[80, 80]:.6f}')
print('LIMITS OF THE RATIO (quadrature)')
print(f'rod polarizable along one axis: {rho_rod:.6f}')
print(f'traceless tensor: {rho_traceless:.6f}')
print(f'largest of 200 random positive tensors: {largest_positive:.4f}')
print('AMPLITUDE TEST, MODEL MOLECULE (model units)')
print('polarizability eigenvalues from level shifts:', np.round(shifts, 5))
print('sum over states, both time orderings:', np.round(both_orders, 5))
print('sum over states, absorption first only:', np.round(one_order, 5))
print('N2, TIME-DEPENDENT HARTREE-FOCK, aug-cc-pVDZ')
print(f'bond length: {bond:.2f} angstrom')
print(f'wavelength: {wavelength * 1e9:.0f} nm')
print(f'photon energy: {w_light:.5f} Eh')
print(f'lowest singlet excitation energy: {excitation[0]:.4f} Eh')
print(f'static alpha across axis, sum over states: {static[0, 0]:.4f} a.u.')
print(f'static alpha across axis, finite field: {ff_perp:.4f} a.u.')
print(f'static alpha along axis, sum over states: {static[2, 2]:.4f} a.u.')
print(f'static alpha along axis, finite field: {ff_par:.4f} a.u.')
print(f'alpha across axis at 500 nm: {tensor[0, 0]:.4f} a.u.')
print(f'alpha along axis at 500 nm: {tensor[2, 2]:.4f} a.u.')
print(f'mean alpha at 500 nm: {mean:.4f} a.u.')
print(f'mean alpha as a volume: {mean * (bohr * 1e10)**3:.4f} angstrom^3')
print(f'gamma^2 at 500 nm: {g2:.4f} a.u.^2')
print(f'Q = sum of squared components: {Q:.3f} a.u.^2')
print(f'parallel mean square: {squares[2, 2]:.4f} a.u.^2')
print(f'perpendicular mean square: {squares[0, 2]:.4f} a.u.^2')
print(f'rho from the formula: {rho:.6f}')
print(f'rho from orientation quadrature: {rho_quadrature(tensor):.6f}')
print(f'rho from the static tensor: {rho_formula(static):.6f}')
print(f'ratio for unpolarized light: {rho_natural_quadrature(tensor):.6f}')
print('ROTATIONAL LINES OF N2 FROM ONE LEVEL')
print('initial J:', J)
for f in (J - 2, J, J + 2):
    print(f'share of perpendicular light, J={J} to {f}: '
          f'{perp_lines[f] / squares[0, 2]:.4f}')
print(f'ratio for the unshifted line alone: {rho_central:.6f}')
print('success')
```

Running it gives:

```
ROTATIONAL AVERAGE
overlap matrix S, first row: [9. 3. 3.]
30 * inverse of S, first row: [ 4. -1. -1.]
components compared with quadrature: 6561
largest deviation from quadrature: 3.3e-16
invariant tensors, quarter turns only: 4
invariant tensors, 45-degree turn added: 3
<l_zz^4> by quadrature: 0.200000
LIMITS OF THE RATIO (quadrature)
rod polarizable along one axis: 0.333333
traceless tensor: 0.750000
largest of 200 random positive tensors: 0.3122
AMPLITUDE TEST, MODEL MOLECULE (model units)
polarizability eigenvalues from level shifts: [1.4475  6.58802]
sum over states, both time orderings: [1.44751 6.58803]
sum over states, absorption first only: [0.88081 4.19376]
N2, TIME-DEPENDENT HARTREE-FOCK, aug-cc-pVDZ
bond length: 1.10 angstrom
wavelength: 500 nm
photon energy: 0.09113 Eh
lowest singlet excitation energy: 0.2905 Eh
static alpha across axis, sum over states: 9.5313 a.u.
static alpha across axis, finite field: 9.5315 a.u.
static alpha along axis, sum over states: 14.9258 a.u.
static alpha along axis, finite field: 14.9262 a.u.
alpha across axis at 500 nm: 9.6852 a.u.
alpha along axis at 500 nm: 15.2773 a.u.
mean alpha at 500 nm: 11.5493 a.u.
mean alpha as a volume: 1.7114 angstrom^3
gamma^2 at 500 nm: 31.2707 a.u.^2
Q = sum of squared components: 421.003 a.u.^2
parallel mean square: 136.1648 a.u.^2
perpendicular mean square: 2.0847 a.u.^2
rho from the formula: 0.015310
rho from orientation quadrature: 0.015310
rho from the static tensor: 0.014816
ratio for unpolarized light: 0.030159
ROTATIONAL LINES OF N2 FROM ONE LEVEL
initial J: 8
share of perpendicular light, J=8 to 6: 0.3294
share of perpendicular light, J=8 to 8: 0.2526
share of perpendicular light, J=8 to 10: 0.4180
ratio for the unshifted line alone: 0.003928
success
```
